Leading Point-Charge Correction for Charged Defects in Periodic Cells

**What the correction repairs**

A defect of charge +1e in a cubic cell of side 15 Å, in a medium of dielectric constant 4, has a computed energy about 0.34 eV too low if the periodic result is read as that of one isolated defect. For charge +2e the error is 1.36 eV. Errors of this size move a trap level in an oxide relative to the silicon band edges and can change the predicted charge state. They fall off as slowly as 1/L, so moderate enlargement of the cell does not remove them.

For a localized charge q in a cubic cell of side L, the leading repair is

E_iso = E_per + αq²/(2εL) + O(L⁻³),  α = 2.8373.

Here E_per is the energy per periodic cell, E_iso the energy of the isolated charge in the same medium, and ε the dielectric constant. The derivation uses Gaussian units. For q = ze, with L in Å, replace q² by z² × 14.39965 eV Å, which is e²/(4πε₀). The medium is taken as homogeneous, isotropic and linear; an interface between two dielectrics is discussed at the end.

**Why there is a compensating background**

Let ρ(r) be the defect charge density in one cell, with ∫ρ d³r = q, and let V = L³. The periodic potential φ obeys

ε∇²φ = −4πρ_tot.

Integrate over one cell. The left side becomes the flux of ∇φ through the cell surface, which vanishes because opposite faces cancel. The total charge per cell must therefore be zero. A uniform density −q/V supplies the missing charge:

ρ_tot(r) = Σ_R ρ(r−R) − q/V,

where R runs over the lattice vectors. In a plane-wave calculation, omitting the G = 0 Coulomb term has this same effect.

The background removes a definite divergence. Give every unit charge the screened potential e^(−κr)/r, whose Fourier transform is 4π/(k²+κ²). The lattice sum is then

Σ_R e^(−κ|r−R|)/|r−R| = (4π/V) Σ_G e^(iG·r)/(G²+κ²).

The G = 0 term is 4π/(κ²V), which diverges as κ → 0. A background of density −1/V contributes

−(1/V) ∫ e^(−κr)/r d³r = −(4π/V) ∫₀^∞ r e^(−κr) dr = −4π/(κ²V),

and cancels it. What remains tends to a finite function v(r), the periodic Green function:

∇²v = −4πΣ_R δ(r−R) + 4π/V,  ∫_cell v d³r = 0.

The zero mean is a convention. Adding a constant to φ changes ½∫ρ_tot φ by nothing, since ρ_tot integrates to zero. A separate matter is the reference level for the electrons exchanged with a reservoir: the potentials of the defect cell and of the host must be aligned before a formation energy is formed. The leading correction derived here does not include that alignment. The potential of a charged cell far from the defect still contains the 1/L potential of the charge lattice, about −0.80q/(εL) at the corner of a cubic cell. It must therefore be compared with the periodic model potential φ, not directly with the host.

**Separating the isolated charge from its images**

The potential in the medium is

φ(r) = (1/ε) ∫ρ(r′) v(r−r′) d³r′.

Applying ε∇² reproduces −4πρ_tot, and φ has zero mean because v has. The energy per cell is half the integral of ρ_tot φ. Its background part, −(q/2V)∫_cell φ d³r, is zero, which leaves

E_per = (1/2ε) ∬ρ(r) v(r−r′) ρ(r′) d³r d³r′.

The background has not been forgotten: it is contained in v. The isolated energy has the same form with 1/|r−r′| in place of v. Define

ψ(r) = v(r) − 1/r.

The subtraction removes the point source at the origin, so near the origin ψ is smooth and

∇²ψ = 4π/V.

Inversion symmetry removes odd powers from its expansion. Cubic symmetry makes the quadratic term isotropic, of the form br². Since ∇²r² = 6, b = 2π/(3V). Writing ψ(0) = −α/L defines α, and

ψ(r) = −α/L + 2πr²/(3V) + O(r⁴/L⁵).

Insert this into the energy difference:

E_per − E_iso = (1/2ε) ∬ρ(r) ψ(r−r′) ρ(r′) d³r d³r′.

The constant term gives −αq²/(2εL). For the quadratic term, define the dipole p = ∫ρr d³r and the second moment Q = ∫ρr² d³r. Expanding |r−r′|² = r² + r′² − 2r·r′ gives

∬ρ(r)ρ(r′)|r−r′|² d³r d³r′ = 2qQ − 2p².

Multiplication by (1/2ε)(2π/3V) yields

E_per − E_iso = −αq²/(2εL) + 2π(qQ−p²)/(3εL³) + O(L⁻⁵).

Moving the first term to the other side gives the stated correction. For a spherical density, the far potential differs from that of a point charge by 2πQ/(3εV), and q times this shift equals the qQ term. Alignment against a point-charge model therefore already supplies that term, and it should not be added a second time. The expansion requires a charge that is compact compared with L. It fails for an electron that has spilled out of an oxide trap into extended silicon states.

A simple density shows the sizes of the terms. Take Gaussian charges 1.5q and −0.5q, each of width σ = 0.08L, separated by 0.10L, with ε = 1. With the origin at the first charge, Q = 3σ²q − 0.5q(0.10L)² = 0.0142qL² and p² = 0.0025q²L². The cubic-order term is

(2π/3)(0.0142 − 0.0025) q²/L = 0.0245 q²/L.

The leading term is −1.4186 q²/L, so the two sum to −1.3941 q²/L. A reciprocal-space sum for E_per, minus the closed-form isolated energy, gives −1.3944 q²/L. The difference of about −0.0002 q²/L belongs to the higher orders.

**Evaluating α**

Ewald summation splits the Coulomb potential into

1/r = erfc(ηr)/r + erf(ηr)/r,

with η any positive inverse length. The second part has Fourier transform 4πe^(−k²/4η²)/k² and is summed over G ≠ 0. The first part is summed over R. Its cell mean must be subtracted to keep v at zero mean:

(4π/V) ∫₀^∞ r erfc(ηr) dr = π/(η²V).

At the origin, removing 1/r from the R = 0 term leaves −erf(ηr)/r, which tends to −2η/√π. Hence

ψ(0) = Σ_{R≠0} erfc(ηR)/R − 2η/√π + (4π/V) Σ_{G≠0} e^(−G²/4η²)/G² − π/(η²V).

For the simple cubic cell this gives α = −Lψ(0) = 2.837297.

A calculation in real space shows the cancellation directly. Surround the central charge by complete cubes, each with a point charge q at its centre and its own background, from −N to N along each axis. At the origin, for N = 40 and ε = 1, the image charges contribute +15613.3739 q/L. The background contributes −(2N+1)² times the integral of 1/r over a unit cube, 2.380077, or −15615.6876 q/L. Their sum is −2.3137 q/L.

This cluster potential does not have zero mean. Let u be the potential of one neutral cube and ρ_c its charge density. The cube has no net charge and no dipole, so at small k its transform, averaged over directions, is −(k²/6)∫ρ_c r² d³r. Multiplying by 4π/k² gives

∫u d³r = −(2π/3) ∫ρ_c r² d³r.

The point charge at the centre adds nothing to the second moment. The background adds −(q/V)(L⁵/4) = −qL²/4. Dividing ∫u d³r by V gives the mean potential

φ̄ = πq/(6L) = 0.5236 q/L.

Subtracting it gives −2.3137 − 0.5236 = −2.8373 in units of q/L, the same constant.

**Why the correction is positive in a cubic cell**

The repulsion between image charges alone would raise the energy. The background reverses the outcome, because each charge is surrounded by an equal amount of opposite charge. The far field that an isolated charge would have is cancelled, and its field energy is absent from the periodic result.

Replace the cube by a sphere of equal volume, with radius

R_s = (3/4π)^(1/3) L = 0.62035L.

For ε = 1 the field inside is q/r² − qr/R_s³, and outside it is zero. The field energy relative to that of the bare charge has an inner part

(q²/2) ∫₀^(R_s) [−2r/R_s³ + r⁴/R_s⁶] dr = (q²/2)(−1 + 1/5)/R_s = −2q²/(5R_s)

and an outer part

−(q²/2) ∫_(R_s)^∞ dr/r² = −q²/(2R_s).

The total is −9q²/(10R_s). Equating it to −αq²/(2L) gives α = 1.8/0.62035 = 2.90, about 2% above the cubic value. Spheres do not fill space, so this is an estimate, but it shows the origin of the sign. E_per lies below E_iso, and a positive energy must be added. Because q enters squared, this holds for positive and negative defects alike.

**What ε means in an atomistic cell**

At long range the medium screens both the defect charge and the background, which divides the interaction between cells by ε. The response close to the defect is part of the energy that survives as L → ∞ and should not be corrected away. If the ions are held at the geometry of the neutral defect, ε is the electronic constant ε∞. If they relax in response to the charge, it is the static constant ε₀, including the ionic part. If they are frozen at the geometry relaxed for a charge q while the cell carries a charge q′, as in a vertical transition, neither single value applies. The frozen ionic polarization has its own long-range field, and the leading correction becomes (α/2L)[q′²/ε∞ − (2q′q − q²)(1/ε∞ − 1/ε₀)]. This reduces to αq²/(2ε₀L) for q′ = q and does not vanish for q′ = 0.

A microscopic model shows how this works. Place points of polarizability γ on a simple cubic lattice of spacing a, and a point charge q at the centre of one small cube. The Clausius–Mossotti relation fixes the dielectric constant:

(ε−1)/(ε+2) = 4πγ/(3a³).

In a supercell of side L, each dipole equals γ times the field from the periodic charge and all other dipoles. The linear equations are solved numerically with Ewald-summed interactions. If E_i is the field of the charge lattice at site i, the energy relative to the bare isolated charge is

E = −αq²/(2L) − ½Σ_i p_i·E_i.

The dipoles gain −Σ_i p_i·E_i in the field of the charge. The cost of polarizing the points, Σ_i p_i²/(2γ), and the dipole–dipole energy together return half of this at self-consistency, which gives the factor ½. For ε = 4, in units of q²/a:

L = 6a: raw −0.8249, corrected −0.7658
L = 8a: raw −0.8116, corrected −0.7672
L = 10a: raw −0.8032, corrected −0.7678
L = 12a: raw −0.7975, corrected −0.7680

Between the smallest and largest cells the raw energy moves by 0.0274 and the corrected one by 0.0022. Solving for coefficients of 1, L⁻¹, L⁻³ and L⁻⁵ from the four energies gives an L⁻¹ coefficient of −0.3577q², against −α/(2ε) = −0.3547q². The magnitude is 0.9% larger than predicted. For ε = 2 the corresponding values are −0.7095q² and −0.7093q², a difference of 0.03%. Four energies fix the four coefficients exactly, so the fit gives no estimate of its own error, and the cause of the larger deviation at ε = 4 was not tested.

The corrected energies still vary with L although a point charge at the origin has Q = p = 0. The continuum L⁻³ formula would give no such variation. It applies to a rigid charge in a structureless medium, and its coefficient should not be transferred unchanged to an atomistic calculation.

**Elongated cells and reversal of the sign**

A model of an interface may use a cell a × a × c with c larger than a. For any cell shape the leading correction in a homogeneous medium is

E_iso − E_per ≈ −q²ψ(0)/(2ε).

To find ψ(0) for large c, first average the unit charges over the planes normal to c. They become sheets of charge 1/a² per area, separated by c, in a background −1/(a²c). For |z| ≤ c/2 the zero-mean potential is

u(z) = (4π/a²) [z²/(2c) − |z|/2 + c/12].

Its second derivative away from the sheet is 4π/(a²c), as the background requires. Its slope jumps by −4π/a² at the sheet, and its three terms average to c/24 − c/8 + c/12 = 0. At the sheet u(0) = πc/(3a²).

The remaining Fourier components vary within the plane. Those from other sheets decay at least as fast as e^(−2πc/a). Those from the charge's own sheet, after subtraction of 1/r, give a constant independent of c. Thus

ψ(0) = −C/a + πc/(3a²),

up to exponentially small terms. Ewald summation at c = 5a gives C = 3.9003. The first term lowers the periodic energy, as in the cube. The second is the energy of charged sheets separated from much of their background, and it raises the periodic energy. They cancel at

c/a = 3C/π = 3.72.

In a homogeneous medium the leading correction is negative beyond this ratio. In a cell with layers of different ε, the size of the correction and the ratio at which it changes sign depend on the layers and on the position of the charge. At fixed a it grows in magnitude with c, so adding material along the interface normal alone does not approach the isolated limit. The lateral size must grow as well.

**Numbers for implementation**

For a cubic cell the correction in eV, with L in Å, is

E_corr = 2.8373 × 14.39965 z²/(2εL) = 20.43 z²/(εL).

With the round model value ε = 4 and z = 1:

L = 10 Å: 0.511 eV
L = 15 Å: 0.340 eV
L = 20 Å: 0.255 eV

At L = 15 Å, z = 2 gives four times the singly charged value, 1.362 eV. With z = 1 and ε = 2, as might apply when the ions are held at the neutral geometry, the correction doubles to 0.681 eV. Using a static ε for a charge added at the neutral geometry would therefore miss half of it in this example.

The (+/0) level is the Fermi energy at which the positive and neutral formation energies are equal. Measured from the band edge E_v, with E(z) the total energy in charge state z, it is

E_F(+/0) = E(0) − E(+) − E_v.

Adding 0.340 eV to E(+) lowers this level by 0.340 eV. Likewise

E_F(0/−) = E(−) − E(0) − E_v,

so the (0/−) level rises by 0.340 eV. The neutral state in its own relaxed geometry has no monopole correction. In a geometry relaxed for a charged state it does have one.

For a 10 × 10 × 40 Å cell with the same homogeneous ε = 4 and z = 1,

aψ(0) = −3.9003 + 4π/3 = 0.2885,

E_corr = −0.2885 × 14.39965/(2 × 4 × 10) = −0.052 eV.

Inserting V^(1/3) = 15.874 Å into the cubic formula would give +0.322 eV. The sign would be wrong, and the resulting energy would be 0.374 eV higher than with the shape-correct value.

**At an actual Si/SiO₂ interface**

Silicon and its oxide have different dielectric constants. The charge then polarizes the boundary, and even the isolated energy depends on its distance from the interface. No single ε is justified in general. Within a linear continuum model, solve

∇·[ε(r)∇φ] = −4πρ_tot

for the periodic cell with its background, taking φ_per to have zero mean. Solve it again for one isolated charge, without background, in the extended geometry that the cell is meant to represent, with φ_iso vanishing far away. The periodic cell contains two interfaces, so a single interface and a film of finite thickness are different references and give different corrections. The electrostatic correction is

E_corr = ½ ∫ρ(r)[φ_iso(r) − φ_per(r)] d³r.

The same localized ρ must be used in both solutions. The zero mean again removes the background's explicit contribution to the periodic energy, and the electron reference level is then aligned by comparing the computed potential of the charged cell, relative to the host, with φ_per far from the defect. When ε is uniform and the cell is cubic, the leading term of this expression is αq²/(2εL).
